# Kinetic surface energy of an electron gas behind hard walls

Noninteracting spin-1/2 electrons fill the lowest levels of a region with impenetrable walls. The region has volume \(V\) and surface area \(S\), and every orbital vanishes on the wall. Hartree atomic units are used, so a level of wavenumber \(k\) has energy \(k^2/2\). The region is large: \(k\) times its smallest dimension, and times any radius of curvature of the smooth parts of the wall, is much greater than one.

A uniform positive background of density
\[
\bar n=\frac{k_F^3}{3\pi^2}
\]
fixes the number of electrons by neutrality. It exerts no force in this model. The quantity sought is the kinetic energy in excess of the bulk value, per unit area of surface.

## Part (a): counting levels

**Question.** For a rectangular box with sides \(a,b,c\), find the two leading terms, at large \(k\), of the number \(N(k)\) of states below wavenumber \(k\), spin included. Explain the sign of the second term.

**Answer.** The orbitals are products of sines, with wavevector components \(\pi n_1/a\), \(\pi n_2/b\), \(\pi n_3/c\) and \(n_i=1,2,3,\ldots\) Changing the sign of an \(n_i\) gives no new orbital, and \(n_i=0\) gives a function that vanishes everywhere.

Let \(M_3\) be the number of points of the full lattice, with all signs and zeros allowed, inside the sphere of radius \(k\). Let \(M_{ab},M_{bc},M_{ca}\) be the numbers on the three coordinate planes, and \(M_a,M_b,M_c\) those on the axes. Each orbital corresponds to eight points off the planes. Removing the planes removes each axis twice, so the axes must be restored once; the origin has then been counted \(1-3+3=1\) time and must be removed. With \(N_1\) the number of orbitals for one spin,
\[
8N_1=M_3-(M_{ab}+M_{bc}+M_{ca})+(M_a+M_b+M_c)-1 .
\]

The lattice has one point per volume \(\pi^3/V\), and one per area \(\pi^2/(ab)\) on the first plane. Hence
\[
M_3\simeq\frac{V}{\pi^3}\,\frac{4\pi k^3}{3},\qquad
M_{ab}\simeq\frac{ab}{\pi^2}\,\pi k^2=\frac{ab\,k^2}{\pi}.
\]
The axes contribute terms of order \(k\). Since \(S=2(ab+bc+ca)\), the planes together hold \(Sk^2/(2\pi)\) points. Dividing by eight and multiplying by two for spin gives
\[
N(k)=\frac{Vk^3}{3\pi^2}-\frac{Sk^2}{8\pi}+o(k^2). \tag{1}
\]

The error in \(M_3\) must be smaller than \(k^2\) for the second term to mean anything, and counting cells cut by the sphere does not show this. Smear the sphere with a smooth bump of radius \(\varepsilon\). The smeared counts for radii \(k-\varepsilon\) and \(k+\varepsilon\) bracket the true one, and their volume terms differ from the wanted one by \(O(k^2\varepsilon)\). By Poisson summation the other terms are Fourier components of the ball at the vectors \(\mathbf R=(2am_1,2bm_2,2cm_3)\), with sizes
\[
\left|\frac{4\pi(\sin kR-kR\cos kR)}{R^3}\right|\le\frac{8\pi k}{R^2}.
\]
The smearing cuts off the sum near \(R\sim1/\varepsilon\), so it is \(O(k/\varepsilon)\). Choosing \(\varepsilon\sim k^{-1/2}\) makes both errors \(O(k^{3/2})\), which is sufficient.

The surface term is negative because the points with some \(n_i=0\) belong to the volume estimate but are not states. Weyl's law states that (1) holds with the same coefficients for other shapes. That extension is taken here as the premise, with the remainder assumed to be \(o(k^2)\). The numerical check supports it for a sphere as well as a box: the surface coefficient extracted from averaged levels lies 1.2% below \(1/(8\pi)\) for a unit sphere at mean \(k=70\), and the deviation roughly halves when \(k\) doubles. Without averaging, the shell structure of the sphere is much larger: the count departs from the two terms of (1) by up to 30%, 24% and 18% of the surface term near \(k=35\), 70 and 140, so the remainder falls only slowly relative to \(k^2\).

## Part (b): the kinetic energy

**Question.** All levels up to \(k_F\) are filled. Find the kinetic energy to the same relative order as (1).

**Answer.** Each state contributes \(k^2/2\), so the energy is an integral over the counting function. Integration by parts gives
\[
E=\int_0^{k_F}\frac{k^2}{2}\,dN(k)
=\frac{k_F^2}{2}N(k_F)-\int_0^{k_F}k\,N(k)\,dk .
\]
This form involves \(N\) and not its derivative, so a remainder \(o(k^2)\) in \(N\) produces a remainder \(o(k_F^4)\) in \(E\). Inserting (1),
\[
E=\frac{Vk_F^5}{6\pi^2}-\frac{Sk_F^4}{16\pi}
-\frac{Vk_F^5}{15\pi^2}+\frac{Sk_F^4}{32\pi}.
\]
Since \(1/6-1/15=1/10\),
\[
E=\frac{Vk_F^5}{10\pi^2}-\frac{Sk_F^4}{32\pi}+o(k_F^4). \tag{2}
\]

The negative sign does not mean that making a surface lowers the energy of a given set of electrons. At fixed \(k_F\) the wall also removes electrons, and (2) contains the loss of their energy. A surface energy requires a comparison at equal electron number.

## Part (c): where the wall must stand

**Question.** The background occupies a volume \(V_b\). At what distance \(d\) outside its edge must the wall stand if the system is neutral and the electron density deep inside equals \(\bar n\)? Confirm the answer from the electron density near a flat wall.

**Answer.** Deep inside, the density is fixed by the highest filled wavenumber through the volume term of (1). Its average over the interior equals \(\bar n\) when that wavenumber is \(k_F\). This need not hold point by point to the order of the surface term. At the centre of a sphere of radius \(R\) only the \(l=0\) levels \(n\pi/R\) contribute, and the density there departs from \(\bar n\) by a relative amount of up to about \(3\pi/(2k_FR)\). The wall encloses \(V=V_b+Sd\), apart from edge and curvature corrections of order \(d^2\), which are negligible for a large region. Neutrality requires \(N=\bar nV_b\), so
\[
\bar nV_b=\bar n(V_b+Sd)-\frac{Sk_F^2}{8\pi}
\quad\Longrightarrow\quad
\bar n d=\frac{k_F^2}{8\pi}.
\]
Dividing by \(\bar n\),
\[
d=\frac{k_F^2}{8\pi}\,\frac{3\pi^2}{k_F^3}=\frac{3\pi}{8k_F}. \tag{3}
\]
In terms of the Fermi wavelength \(\lambda_F=2\pi/k_F\), this is \(d=3\lambda_F/16\).

For the confirmation, let \(z\) be the distance from a flat wall into the gas. The orbitals vary as \(\sin(q_zz)\) with \(q_z>0\), and their normalized density contains \(2\sin^2(q_zz)=1-\cos(2q_zz)\). This is even in \(q_z\), so the integral over positive \(q_z\) with measure \(dq_z/\pi\) equals one over both signs with measure \(dq_z/(2\pi)\). With spin,
\[
n(z)=2\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\bigl[1-\cos(2q_zz)\bigr].
\]
The first term is \(\bar n\). For the second, the angular average of \(\cos(2q_zz)\) is \(\sin(2qz)/(2qz)\), and with \(x=2k_Fz\)
\[
4\pi\int_0^{k_F}q^2\,\frac{\sin(2qz)}{2qz}\,dq
=4\pi k_F^3\,\frac{\sin x-x\cos x}{x^3}.
\]
Therefore
\[
\frac{n(z)}{\bar n}=1-3\,\frac{\sin x-x\cos x}{x^3}.
\]
The density vanishes at the wall, rises within a distance of order \(1/k_F\), and then oscillates about \(\bar n\) with decreasing amplitude. At \(k_Fz=0.5,\,1.5,\,3.0\) the ratio is 0.096, 0.654 and 1.084.

The number of electrons missing per unit area follows by integrating the cosine term over \(z\) first. A slice of the Fermi sphere at fixed \(q_z\) has area \(\pi(k_F^2-q_z^2)\), so up to a depth \(Z\)
\[
\int_0^Z(\bar n-n)\,dz=\frac{2}{(2\pi)^3}\int_{-k_F}^{k_F}
\pi(k_F^2-q_z^2)\,\frac{\sin(2q_zZ)}{2q_z}\,dq_z .
\]
As \(Z\to\infty\), \(\sin(2q_zZ)/q_z\) acts as \(\pi\delta(q_z)\). The integral tends to \(\pi^2k_F^2/2\), and the deficit is
\[
\frac{2}{8\pi^3}\,\frac{\pi^2k_F^2}{2}=\frac{k_F^2}{8\pi}=\bar nd .
\]
The strip of width \(d\) between background and wall thus provides room for the electrons that the wall keeps away from itself.

## Part (d): the surface energy

**Question.** Find the kinetic energy per unit area, \(\sigma\), in excess of the bulk energy of the volume \(V_b\).

**Answer.** The bulk energy density is \(k_F^5/(10\pi^2)\), from the first term of (2). Subtracting its value for \(V_b\) from (2), with \(V=V_b+Sd\), and dividing by \(S\) gives
\[
\sigma=\frac{k_F^5}{10\pi^2}\,d-\frac{k_F^4}{32\pi}.
\]
With (3) the first term is
\[
\frac{k_F^5}{10\pi^2}\,\frac{3\pi}{8k_F}=\frac{3k_F^4}{80\pi},
\]
and therefore
\[
\sigma=\frac{k_F^4}{\pi}\left(\frac{6}{160}-\frac{5}{160}\right)
=\frac{k_F^4}{160\pi}. \tag{4}
\]

Both comparison energies refer to the same number of electrons, \(\bar nV_b\). The result is a small difference of two larger terms: inserting a value of \(d\) that is 1% too large in the formula above, at fixed \(k_F\), raises the result by 6%, because the two energies then refer to different electron numbers. Moving the wall outward by 1% of \(d\) at fixed electron number instead lowers the excess by 4%, as the work \(pd=4\sigma\) of part (e) shows. The wall position therefore has to be found to the same order as the energy.

Equation (4) is the leading term for a large region in this model. It omits electrostatic, exchange and correlation energies, so it is not the surface energy of a metal. A finite barrier lets the electrons spread beyond the wall plane and changes both \(d\) and \(\sigma\).

## Part (e): the wall at the edge of the background

**Question.** Put the wall at the edge of the background instead, keeping the electron number \(\bar nV_b\). What is the excess energy per area now, and what accounts for the difference from (4)?

**Answer.** Now \(V=V_b\). The wall removes states, so the electrons must fill up to \(k_F+\delta\). To first order in \(\delta\), equation (1) with \(N=\bar nV\) requires
\[
\frac{Vk_F^2}{\pi^2}\,\delta=\frac{Sk_F^2}{8\pi}
\quad\Longrightarrow\quad \delta=\frac{\pi S}{8V}.
\]
The volume term of (2) rises by \(Vk_F^4\delta/(2\pi^2)=Sk_F^4/(16\pi)\). The excess per area is
\[
\sigma'=\frac{k_F^4}{16\pi}-\frac{k_F^4}{32\pi}=\frac{k_F^4}{32\pi}=5\sigma .
\]
Terms of second order in \(\delta\) are smaller by a factor of order \(S/(Vk_F)\).

The shift \(\delta\) vanishes for a large system, but the number of states per unit \(k\) is proportional to \(V\). The shell between \(k_F\) and \(k_F+\delta\) therefore holds \(Sk_F^2/(8\pi)\) electrons, each of energy close to \(k_F^2/2\), and its energy is proportional to the area. The difference \(\sigma'-\sigma\) is work of compression. At fixed \(N\) the bulk energy \(E_b\) varies as \(V^{-2/3}\), so the pressure is
\[
p=-\frac{\partial E_b}{\partial V}=\frac{2}{3}\,\frac{E_b}{V}=\frac{k_F^5}{15\pi^2}.
\]
Moving the wall inward by \(d\) costs, per area,
\[
pd=\frac{k_F^5}{15\pi^2}\,\frac{3\pi}{8k_F}=\frac{k_F^4}{40\pi}
=\frac{k_F^4}{32\pi}-\frac{k_F^4}{160\pi}.
\]
A hard-wall surface energy must therefore be quoted together with the position of the wall relative to the background.

## Part (f): shell effects in a slab

**Question.** A neutral slab has background thickness \(D\) and walls a distance \(L=D+2d\) apart. Find the leading oscillation of its surface energy about \(\sigma\).

**Answer.** Motion across the slab has wavenumbers \(q_n=\pi n/L\), and each gives a two-dimensional subband. For filling up to \(k\), subband \(n\) holds \((k^2-q_n^2)/(2\pi)\) electrons per area \(A\) of one face, spin included. Its energy is
\[
\frac1\pi\int_0^{\sqrt{k^2-q_n^2}}\frac{\kappa^2+q_n^2}{2}\,\kappa\,d\kappa
=\frac{k^4-q_n^4}{8\pi}.
\]

It is convenient to use \(\Omega=E-\mu N\) with \(\mu=k^2/2\). Each subband contributes
\[
\frac{k^4-q_n^4}{8\pi}-\frac{k^2(k^2-q_n^2)}{4\pi}=-\frac{(k^2-q_n^2)^2}{8\pi}.
\]
Write \(\nu=kL/\pi=M+\theta\), where \(M\) is the number of occupied subbands and \(0\le\theta<1\). The sums of \(n^2\) and \(n^4\) are
\[
\sum_{n=1}^{M}n^2=\frac{M^3}{3}+\frac{M^2}{2}+\frac M6,\qquad
\sum_{n=1}^{M}n^4=\frac{M^5}{5}+\frac{M^4}{2}+\frac{M^3}{3}-\frac{M}{30}.
\]
Setting \(M=\nu-\theta\) and collecting powers of \(\nu\),
\[
\sum_{n=1}^{M}(\nu^2-n^2)=\frac{2\nu^3}{3}-\frac{\nu^2}{2}
-\nu\left(\theta^2-\theta+\tfrac16\right)+O(1),
\]
\[
\sum_{n=1}^{M}(\nu^2-n^2)^2=\frac{8\nu^5}{15}-\frac{\nu^4}{2}
-\frac{4\nu^2}{3}B(\theta)+O(\nu),
\]
with \(B(\theta)=\theta^3-\tfrac32\theta^2+\tfrac12\theta\). In the second sum the coefficient of \(\nu^3\) is
\[
-2\left(\theta^2-\theta+\tfrac16\right)+2\theta^2-2\theta+\tfrac13=0 .
\]
Multiplying the second sum by \(-(\pi/L)^4/(8\pi)\),
\[
\frac{\Omega(k)}{A}=-\frac{k^5L}{15\pi^2}+\frac{k^4}{16\pi}
+\frac{\pi k^2}{6L^2}B(\theta)+O(L^{-3}).
\]

The electron number is fixed at \(N/A=\bar nD\), so the true filling differs slightly from \(k_F\). By the first sum and the choice of \(d\), the number obtained at \(k_F\) misses \(\bar nD\) by \(O(1/L)\) per area. Because \(d\Omega/d\mu=-N\), the expression \(\Omega(k)+k^2N/2\) at fixed \(N\) is stationary at the true filling, where it equals \(E\). Evaluating it at \(k_F\) gives an error of order \((\text{mismatch})^2/(dN/d\mu)\). Per area, \(dN/d\mu=M/\pi\) grows as \(L\), so this error is \(O(L^{-3})\). Thus
\[
\frac EA=\frac{\Omega(k_F)}{A}+\frac{k_F^2}{2}\,\frac{k_F^3D}{3\pi^2}+O(L^{-3}).
\]
The terms in \(D\) add up to the bulk energy, since \(1/6-1/15=1/10\). The constant terms are
\[
\frac{k_F^4}{16\pi}-\frac{2dk_F^5}{15\pi^2}
=\frac{k_F^4}{16\pi}-\frac{k_F^4}{20\pi}=\frac{k_F^4}{80\pi}=2\sigma,
\]
one \(\sigma\) for each face. Dividing the excess by two faces gives
\[
\sigma_D=\sigma+\frac{\pi k_F^2}{12L^2}B(\theta)+O(L^{-3}),\qquad
\frac{\sigma_D}{\sigma}-1\simeq\frac{40\pi^2}{3}\,\frac{B(\theta)}{(k_FL)^2}, \tag{5}
\]
where \(\theta\) is the fractional part of \(k_FL/\pi\).

To leading order, and away from the zeros of \(B\), where the \(O(L^{-3})\) remainder decides the sign, the surface energy lies above \(\sigma\) for \(0<\theta<1/2\), just after a new subband has begun to fill, and below it for \(1/2<\theta<1\). The largest \(|B|\) is \(\sqrt3/36\), so the leading relative oscillation has amplitude \(6.33/(k_FL)^2\). Exact filling of slabs with \(k_FL\) between 150 and 300 gives 6.34 for the largest scaled deviation.

## Part (g): numbers

**Question.** Evaluate the results for a model gas with \(r_s=4\) bohr, where \(r_s\) is the radius of a sphere holding one electron on average. Compare (5) with exactly filled slabs.

**Answer.** From \(\bar n=3/(4\pi r_s^3)\) it follows that \(k_F=(9\pi/4)^{1/3}/r_s=0.4798\) bohr\(^{-1}\). Equation (3) gives
\[
d=\frac{3\pi}{8\times0.4798}=2.455\ \text{bohr}=1.299\ \text{Å}.
\]
The two terms of part (d), in hartree/bohr\(^2\), are
\[
\sigma=6.325\times10^{-4}-5.271\times10^{-4}=1.054\times10^{-4},
\]
or 0.164 J/m\(^2\). With the wall at the background edge, the work \(pd=4.217\times10^{-4}\) hartree/bohr\(^2\) is added, and the excess is \(5.271\times10^{-4}\) hartree/bohr\(^2\).

Neutral slabs with displaced walls, filled exactly, give:

| \(D\) (bohr) | Subbands | \(\sigma_D/\sigma\) |
|---|---|---|
| 20 | 3 | 0.958 |
| 40 | 6 | 0.988 |
| 80 | 12 | 0.999 |
| 160 | 25 | 1.001 |

For the thinnest slab, \(L=20+2\times2.455=24.91\) bohr, so \(k_FL=11.95\) and \(k_FL/\pi=3.804\). Then \(\theta=0.804\) and \(B=-0.048\), and (5) predicts a ratio of 0.956. The exact value is 0.958. The difference is the \(O(L^{-3})\) remainder, whose size depends on \(\theta\), so this one slab does not show that (5) is equally accurate for every slab of similar thickness. For \(D=160\) bohr, \(k_FL/\pi=25.19\); here \(\theta<1/2\), and the ratio lies above one, as (5) requires.

## Numbers as computed

```
Weyl surface coefficients, theory (N, E): 0.039789 0.009947
box levels, mean k = 60 (N, E): 0.038710 0.009767
box levels, mean k = 120 (N, E): 0.039246 0.009857
sphere levels, mean k = 35 (N, E): 0.038837 0.009791
sphere levels, mean k = 70 (N, E): 0.039308 0.009868
density near wall: kF*z, n/nbar from levels, n/nbar from formula
  0.5  0.09649  0.09649
  1.5  0.65432  0.65432
  3.0  1.08389  1.08389
  6.0  1.01851  1.01851
r_s = 4.0 bohr
kF = 0.47979 1/bohr
background density = 3.730194e-03 1/bohr^3
wall displacement d = 2.4554 bohr = 1.2994 angstrom
d from integrated density deficit = 2.4554 bohr
d from slab level sum = 2.4555 bohr
added bulk energy d*kF^5/(10 pi^2) = 6.32535e-04 hartree/bohr^2
Weyl energy reduction kF^4/(32 pi) = 5.27113e-04 hartree/bohr^2
surface energy sigma = 1.05423e-04 hartree/bohr^2
surface energy sigma = 0.1641 J/m^2
sigma from very thick slab = 1.05423e-04 hartree/bohr^2
same with wall at background edge = 5.27195e-04 hartree/bohr^2
ratio of the two slab results = 5.0008
pressure p = 1.71737e-04 hartree/bohr^3
work p*d = 4.21690e-04 hartree/bohr^2
neutral slabs with displaced walls: background thickness (bohr),
  subbands, top k (1/bohr), surface energy (hartree/bohr^2), ratio
  20  3  0.48007  1.00964e-04  0.9577
  40  6  0.48007  1.04194e-04  0.9883
  80  12  0.48000  1.05326e-04  0.9991
  160  25  0.47980  1.05529e-04  1.0010
largest |ratio-1|*(kF L)^2, kF L in 30-60: 6.39
largest |ratio-1|*(kF L)^2, kF L in 150-300: 6.34
```
